# Weibull slope of oxide breakdown in the independent-column percolation model

Breakdown times measured on small capacitors at large failure fractions have to be carried over to product areas and to very small failure fractions. The decision is which slope to use in both extrapolations, and whether a straight line on a Weibull plot is good enough. In the column model the slope is $\alpha n$, where $n$ is the number of cells across the oxide and $\alpha$ is the exponent with which the defect probability of a cell grows in time. The straight line is a large-area limit, and its error can be stated. A further correction, often larger, depends on what the power law is taken to describe.

## Model and breakdown probability

Divide the oxide into $N$ columns running from one electrode to the other, each a stack of $n$ cells. For cubic cells of edge $a$, thickness $d$ and area $A$,

$$n=\frac{d}{a},\qquad N=\frac{A}{a^2},$$

both taken as whole numbers. Three assumptions define the model:

- Each cell becomes defective at a random time and stays defective.
- The times of different cells are independent and share the distribution function $p(t)$, the probability that a cell is defective by time $t$.
- The oxide breaks down when all $n$ cells of some column are defective.

A column is complete at the latest of its $n$ cell times. It is complete by time $t$ if every one of its cells is defective by then, so independence gives a product of $n$ equal factors:

$$u(t)=p(t)^n .$$

The oxide breaks down at the earliest of the $N$ column times. It survives to $t$ if no column is complete. The columns share no cells, so they are independent, and the survival probability is $(1-u)^N$. Hence

$$F(t)=1-\left(1-p(t)^n\right)^N. \tag{1}$$

The permanence of defects matters here. If cells could heal, (1) would give the probability of finding a complete column at time $t$, but a column might have been complete earlier and since been interrupted. The distribution of the first breakdown time would then be different.

Paths that step sideways between columns are left out. For a given set of defects, admitting them can add ways to break down but cannot remove any, so (1) is then a lower bound on the failure probability.

A count of all 4096 defect configurations for $n=3$, $N=4$ confirms (1) as a polynomial identity in $p$. At $p=1/2$ all configurations are equally likely, and (1) gives $1-(7/8)^4=1695/4096$, in agreement with the 1695 broken configurations counted.

## Local slope on a Weibull plot

A Weibull distribution with slope $\beta$ and scale $\eta$ is

$$F_{\rm W}(t)=1-e^{-(t/\eta)^\beta}.$$

Taking the logarithm of the survival probability, changing sign and taking the logarithm again gives $\ln[-\ln(1-F_{\rm W})]=\beta\ln(t/\eta)$, a straight line in $\ln t$. The same ordinate is therefore used for the column model:

$$W=\ln[-\ln(1-F)].$$

From (1), $-\ln(1-F)=-N\ln(1-u)$, so

$$W=\ln N+\ln[-\ln(1-u)]. \tag{2}$$

The number of columns shifts the curve vertically. It does not change the slope at a given time.

To differentiate (2), write $L=-\ln(1-u)$, for which $dL/du=1/(1-u)$. The chain rule gives

$$\frac{dW}{d\ln t}=\frac{1}{L}\,\frac{1}{1-u}\,\frac{du}{d\ln t}.$$

Since $\ln u=n\ln p$, we have $du/d\ln t=n\,u\,d\ln p/d\ln t$. Therefore

$$\frac{dW}{d\ln t}=n\,\frac{d\ln p}{d\ln t}\,r(u),\qquad
r(u)=\frac{u}{(1-u)[-\ln(1-u)]}. \tag{3}$$

This holds for any differentiable $p(t)$ with $0<p<1$. Now let the cell probability itself follow a power law,

$$p(t)=(t/\tau)^\alpha\quad(0\le t\le\tau),\qquad p(t)=1\quad(t>\tau), \tag{4}$$

with $\alpha>0$. The cut-off at $\tau$ is needed because a probability cannot exceed one. Before the cut-off $d\ln p/d\ln t=\alpha$, and the local slope is $\alpha n\,r(u)$.

The factor $r$ can be bounded without expansion. In

$$-\ln(1-u)=\int_0^u\frac{ds}{1-s}$$

the integrand lies between $1$ and $1/(1-u)$, so $u\le-\ln(1-u)\le u/(1-u)$. Inserting the upper bound in the denominator of $r$ gives $r\ge1$, and inserting the lower bound gives $r\le1/(1-u)$. Thus

$$\alpha n\le\frac{dW}{d\ln t}\le\frac{\alpha n}{1-u}. \tag{5}$$

For small $u$, the series $-\ln(1-u)=u+u^2/2+u^3/3+\dots$ gives

$$\frac{(1-u)[-\ln(1-u)]}{u}=1-\frac u2-\frac{u^2}{6}-\dots,$$

and the reciprocal is

$$r(u)=1+\frac u2+\left(\frac14+\frac16\right)u^2+\dots=1+\frac u2+\frac{5u^2}{12}+\dots$$

The slope thus approaches $\alpha n$ from above when complete columns are rare. The factor $n$ appears because all $n$ cells must fail: a relative change of $p$ enters $p^n$ $n$ times.

A small system shows the curvature. For $n=3$, $\alpha=0.7$, the limiting slope is $2.10$. At $t/\tau=0.5$, $u=0.5^{2.1}=0.2333$ and the slope is $2.405$. At $t/\tau=0.8$ it has risen to $3.573$. With $N=20$ columns, the first of these times already corresponds to $Nu\approx4.7$ complete columns on average, late in the failure distribution.

## Why a large area straightens the line

The correction should be judged at a fixed failure fraction, since that is what a sample of devices reveals. Put $Y=-\ln(1-F)$. Equation (1) gives $1-u=e^{-Y/N}$, hence $-\ln(1-u)=Y/N$. Substitution in (3) with the power law (4) yields

$$\frac{dW}{d\ln t}=\alpha n\,\frac{1-e^{-Y/N}}{e^{-Y/N}\,Y/N}
=\alpha n\,\frac{e^{Y/N}-1}{Y/N}
=\alpha n\left(1+\frac{Y}{2N}+\dots\right). \tag{6}$$

The relative correction is of order $1/N$ even when most devices have failed, because breakdown needs one complete column among many. At $Y=1$, where $63.2\,\%$ have failed, $u$ is about $1/N$.

The limiting distribution follows by measuring time against the mean number of complete columns,

$$y=Nu=N(t/\tau)^{\alpha n}=(t/\eta)^{\alpha n},\qquad
\eta=\tau N^{-1/(\alpha n)}. \tag{7}$$

At fixed $y$, $(1-y/N)^N\to e^{-y}$ as $N\to\infty$. The limit is the Weibull law with slope $\beta=\alpha n$ and scale $\eta$.

To bound the error at finite $N$, take $0\le y\le N$. Since $1-y/N\le e^{-y/N}$, the true survival probability is no larger than $e^{-y}$, and the Weibull law does not overestimate failure. In the other direction, $e^{y/N}\ge1+y/N$ gives

$$\begin{aligned}
\left(1-\frac yN\right)^N
&=e^{-y}\left[\left(1-\frac yN\right)e^{y/N}\right]^N\\
&\ge e^{-y}\left(1-\frac{y^2}{N^2}\right)^N
\ge e^{-y}\left(1-\frac{y^2}{N}\right).
\end{aligned}$$

The last step is Bernoulli's inequality, $(1+b)^N\ge1+Nb$ for $b\ge-1$, with $b=-y^2/N^2$. Therefore

$$0\le F-F_{\rm W}\le\frac{y^2e^{-y}}{N}\le\frac{4e^{-2}}{N}. \tag{8}$$

The final bound follows because $y^2e^{-y}$ has derivative $y(2-y)e^{-y}$ and its maximum at $y=2$. For $t>\tau$, $F=1$ and the difference is $e^{-y}<e^{-N}$. Since $Ne^{-N}\le e^{-1}<4e^{-2}$, the last bound in (8) covers these times too.

An absolute error bound says little about a failure fraction of $10^{-4}$ unless it is compared with that fraction. Here $F_{\rm W}=\int_0^y e^{-s}ds\ge ye^{-y}$. Dividing the first upper bound in (8) by this gives

$$0\le\frac{F-F_{\rm W}}{F_{\rm W}}\le\frac yN=u\qquad(0<t\le\tau).$$

The relative error also vanishes in the early tail.

The bound in (8) is not the actual maximum error. Expanding $N\ln(1-y/N)=-y-y^2/(2N)-\dots$ shows that the leading difference is $y^2e^{-y}/(2N)$, with maximum $2e^{-2}/N\approx0.271/N$. The computed maxima times $N$ are $0.2800$, $0.2716$ and $0.2708$ for $N=10$, $100$ and $1000$, approaching this value and lying below the bound $0.5413$.

Randomly drawn cell times for $N=100$ gave fitted slopes of $1.012$, $2.011$ and $4.038$ where $\alpha n$ is $1$, $2$ and $4$. The small excesses have the sign expected from (5), but sampling error contributes as well and the two were not separated.

## Quantiles, area scaling and evaluation

Solving (1) and (4) for the time at failure fraction $q$ gives

$$t_q=\tau\left[1-(1-q)^{1/N}\right]^{1/(\alpha n)}
\approx\eta\,[-\ln(1-q)]^{1/(\alpha n)}, \tag{9}$$

where the approximation uses $1-(1-q)^{1/N}\approx-\ln(1-q)/N$.

If the area is multiplied by $k$, the number of columns becomes $kN$. From (7), the characteristic time changes by

$$\frac{\eta(kN)}{\eta(N)}=k^{-1/(\alpha n)}. \tag{10}$$

A small slope therefore means both a wide spread of failure times and a strong dependence on area. At fixed $\alpha$, reducing the number of cells across the oxide has both effects.

In floating-point arithmetic, $1-p^n$ may round to one and the failure probability is then lost. Equation (2) should be evaluated as `log(-N*log1p(-p**n))`. The bracket in (9) should be evaluated as `-expm1(log1p(-q)/N)`. These forms retain the small quantities that determine the tail.

## When the defect density follows the power law

A measured or modelled defect density is not the same thing as the probability that a cell is defective. Suppose the mean number of defects per cell is

$$x(t)=(t/\tau)^\alpha,$$

and defects fall into cells independently with Poisson statistics. A cell is defective if it holds at least one defect. The probability of none is $e^{-x}$, so

$$p=1-e^{-x}. \tag{11}$$

Equation (1) still applies, but (4) does not. Since $dx/d\ln t=\alpha x$,

$$\frac{d\ln p}{d\ln t}=\frac{e^{-x}}{1-e^{-x}}\,\alpha x
=\frac{\alpha x}{e^x-1}=\alpha\left(1-\frac x2+\frac{x^2}{12}-\dots\right). \tag{12}$$

The reduction occurs because some new defects land in cells that are already defective. The slope in (3) becomes $\alpha n\,[x/(e^x-1)]\,r(u)$.

At the characteristic time $u\approx1/N$, so $p\approx N^{-1/n}$ and $x$ has nearly the same value. For $n\ge2$ and $N^{-1/n}\ll1$, the relative slope reduction is about $N^{-1/n}/2$, whereas the increase from $r$ is about $1/(2N)$. The reduction dominates, and it decays slowly with area when $n$ is large.

Two limits help to check an implementation. For $n=1$, $1-F=(e^{-x})^N=e^{-Nx}$, which is a Weibull law with slope $\alpha$ at every $N$; the two corrections cancel. For $n\ge2$ and very late times, $p^n=(1-e^{-x})^n\approx1-ne^{-x}$. Then $-\ln(1-u)\approx x-\ln n$, and the slope tends to

$$\frac{\alpha x}{x-\ln n}\longrightarrow\alpha .$$

At late times nearly every cell is defective, and the surviving columns are typically held by one remaining sound cell. This explains the loss of the factor $n$. For fixed $n$ and large $N$, practically every device has failed before this regime is reached.

## Two model oxides

Take $a=1$ nm and $A=1\ \mu{\rm m}^2=10^6\ {\rm nm}^2$, so $N=10^6$. Let $\alpha=0.5$ and $\tau=10^9$ s for thicknesses of 4 nm and 2 nm. These are round model parameters. Keeping $\alpha$ and $\tau$ equal isolates the effect of $n$; a real change of thickness at fixed voltage would also change the field and hence, in general, the defect generation. Seconds and nanometres are the natural units here.

**Four cells across the oxide.** The slope is $0.5\times4=2$. Equation (7) gives

$$\eta=10^9\,(10^6)^{-1/2}\ {\rm s}=10^6\ {\rm s}\approx11.6\ {\rm days}.$$

For $q=10^{-4}$, $-\ln(1-q)\approx10^{-4}$, and (9) gives

$$t_q=10^6\,(10^{-4})^{1/2}\ {\rm s}=10^4\ {\rm s}.$$

At $\eta$ the cell probability is $(10^6)^{-1/4}=0.0316$. With one cell per cubic nanometre, this is a defective-cell density of $3.16\times10^{19}\ {\rm cm}^{-3}$. The mean number of defective cells is $4\times10^6\times0.0316\approx1.26\times10^5$, although the mean number of complete columns is one. A hundredfold area multiplies the characteristic time by $100^{-1/2}=0.1$.

**Two cells across the oxide.** The slope is $0.5\times2=1$, and

$$\eta=10^9\,(10^6)^{-1}\ {\rm s}=10^3\ {\rm s}\approx0.0116\ {\rm days}.$$

The time to $q=10^{-4}$ is $10^3\times10^{-4}=0.1$ s. The cell probability at $\eta$ is $(10^6)^{-1/2}=10^{-3}$, corresponding to $10^{18}\ {\rm cm}^{-3}$ and a mean of 2000 defective cells. A hundredfold area now multiplies the time by $0.01$.

Halving the thickness shortens the characteristic time by a factor of $10^3$ but the time to the low failure fraction by $10^5$. The extra factor of 100 comes from the smaller slope, so a comparison of characteristic times alone would miss it.

With Poisson occupation of the cells, the 4 nm oxide has $x=0.0321$ at its characteristic time. Equation (12) predicts a relative slope reduction of about $x/2=1.6\,\%$, and the computed slope is $1.968$. The characteristic time rises to $1.033\times10^6$ s, about $3\,\%$ above the power-law value, because a larger mean defect number is needed to reach the same $p$. For the 2 nm oxide, $x=0.0010$ and the slope is $0.9995$. Both reductions far exceed $1/N=10^{-6}$.

The sideways paths left out of the model are not small on this scale. If cells connect through shared faces, a path in the four-cell oxide may step to one of four neighbours in either of the two interior layers, which gives 8 five-cell paths per column. To this order the mean number of complete paths is $Np^4(1+8p)$. Setting it to one with the power law (4) gives $p\approx0.030$, a slope of $0.5\,[4+8p/(1+8p)]\approx2.10$ and a characteristic time about $10\,\%$ shorter; longer paths add a little more. This change is larger than the Poisson correction and opposite in sign. If cells touching at edges and corners also connect, there are $9^3=729$ four-cell paths per starting cell, and the time scale falls by more than an order of magnitude. Corrections of a few per cent to the slope are therefore statements about the column model, not about a real oxide.

This correction bends the Weibull plot. Towards earlier times $x$ falls and the slope rises back towards $\alpha n$. A straight line drawn with the local slope at $63.2\,\%$ therefore predicts too short a time at a low failure fraction. For the 4 nm oxide at $q=10^{-4}$ the line falls about $4.5\,\%$ short. Area scaling is affected too: with (11) a hundredfold area multiplies the characteristic time by $0.0978$, between the $0.1$ of (10) and the $0.0963$ obtained with the local slope. Using (1) with (11) avoids both errors within the model.

Extrapolation also requires the defect law to hold over the whole time range. For the 4 nm oxide this means from $10^6$ s down to $10^4$ s, while $p$ falls by a factor of ten. If the growth exponent changes in that interval, (3) must be used with the actual $d\ln p/d\ln t$. If $\tau$ varies from device to device, the survival probability must be averaged over that variation, and around the characteristic time the population slope then differs from the single-device slope. The difference grows with the spread: for $\alpha n=2$ and normally distributed $\ln\tau$, the slope at $63.2\,\%$ is $1.99$ for a standard deviation of $0.05$ and $1.40$ for $0.5$. At times so early that $F\approx N(t/\tau)^{\alpha n}\ll1$ holds for practically every device that contributes to the average, the power law (4) regains the slope $\alpha n$, with a changed scale. This requires a finite mean of $\tau^{-\alpha n}$; for $\tau$ spread uniformly from zero up to a maximum, the early slope is $1$ instead of $2$. The model also describes only the first intrinsic path. In real products the early tail can be dominated by process defects, and in thin oxides the first path need not be the failure of the device. The numerical output below gives the values for both oxides.

## Computed results

```
Enumeration: n = 3, N = 4, configurations = 4096, broken = 1695
Simulation: samples = 20000, columns N = 100
  n = 2, alpha = 0.5: fitted slope = 1.012, alpha*n = 1.0, max CDF gap = 0.0068
  n = 4, alpha = 0.5: fitted slope = 2.011, alpha*n = 2.0, max CDF gap = 0.0046
  n = 4, alpha = 1.0: fitted slope = 4.038, alpha*n = 4.0, max CDF gap = 0.0049
Local slope: n = 3, N = 20, alpha = 0.7, alpha*n = 2.10
  t/tau = 0.2: u = 0.0341, slope = 2.1368
  t/tau = 0.5: u = 0.2333, slope = 2.4053
  t/tau = 0.8: u = 0.6259, slope = 3.5733
Bound on N * (CDF error) = 0.5413
  N = 10: N * (largest CDF error) = 0.2800
  N = 100: N * (largest CDF error) = 0.2716
  N = 1000: N * (largest CDF error) = 0.2708
Example: cell edge = 1.0 nm, area = 1.0 um^2, N = 1.000e+06
  alpha = 0.5, tau = 1.0e+09 s, low fraction = 1e-04
Thickness = 4.0 nm, n = 4, alpha*n = 2.0
  slope between low fraction and 63.2 % = 2.000000
  eta = 1.0000e+06 s = 1.1574e+01 days
  time to 63.2 % failed = 1.0000e+06 s
  time to low fraction = 1.0000e+04 s
  cell defect probability at 63.2 % = 3.1623e-02
  defective-cell density at 63.2 % = 3.162e+19 cm^-3
  mean number of defective cells = 1.2649e+05
  time factor for 100 times the area = 0.10000
  Poisson cells: x = 3.2134e-02, slope = 1.96804, t63 = 1.0326e+06 s
Thickness = 2.0 nm, n = 2, alpha*n = 1.0
  slope between low fraction and 63.2 % = 1.000000
  eta = 1.0000e+03 s = 1.1574e-02 days
  time to 63.2 % failed = 1.0000e+03 s
  time to low fraction = 1.0001e-01 s
  cell defect probability at 63.2 % = 1.0000e-03
  defective-cell density at 63.2 % = 1.000e+18 cm^-3
  mean number of defective cells = 2.0000e+03
  time factor for 100 times the area = 0.01000
  Poisson cells: x = 1.0005e-03, slope = 0.99950, t63 = 1.0010e+03 s
```
